# Electric quadrupole decay of the hydrogenic 3d level: test program

```python
# Result under test: the one-photon electric quadrupole (E2) decay rate
#   A_E2 = alpha^5 omega^5 / 10 * sum_ij |q_ij|^2,
#   q_ij = <f| x_i x_j - delta_ij r^2/3 |i>,
# which gives A(3d->1s) = alpha^5 Z^6 / 1440 in Hartree atomic units.
# alpha: fine-structure constant; omega: transition frequency;
# Z: nuclear charge; fixed nucleus, nonrelativistic bound states.
# The dipole (E1) decay 3d->2p is treated for comparison.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from sympy.physics.hydrogen import R_nl

alpha = constants.fine_structure
time_unit = constants.physical_constants["atomic unit of time"][0]

# ---------- closed forms from the derived rate formulas ----------
r, Z = sp.symbols("r Z", positive=True)


def radial_integral(n_f, l_f, power):
    product = R_nl(n_f, l_f, r, Z) * R_nl(3, 2, r, Z) * r**(2 + power)
    return sp.simplify(sp.integrate(sp.expand(product), (r, 0, sp.oo)))


def frequency(n_f):
    return Z**2 * (sp.Rational(1, n_f**2) - sp.Rational(1, 9)) / 2


R2_1s = radial_integral(1, 0, 2)
R2_2s = radial_integral(2, 0, 2)
R1_2p = radial_integral(2, 1, 1)
coef_1s = sp.simplify(frequency(1)**5 * R2_1s**2 / 75)
coef_2s = sp.simplify(frequency(2)**5 * R2_2s**2 / 75)
coef_2p = sp.simplify(sp.Rational(8, 15) * frequency(2)**3 * R1_2p**2)
assert sp.simplify(coef_1s - Z**6 / 1440) == 0
assert sp.simplify(coef_2p - sp.Rational(196608, 48828125) * Z**4) == 0


def at_Z1(expression):
    return float(expression.subs(Z, 1))


A_1s = alpha**5 * at_Z1(coef_1s)
A_2s = alpha**5 * at_Z1(coef_2s)
A_2p = alpha**3 * at_Z1(coef_2p)
w_1s, w_2 = at_Z1(frequency(1)), at_Z1(frequency(2))

# ---------- explicit hydrogen orbitals in Cartesian coordinates ----------
X = sp.symbols("x y z", real=True)
x, y, z = X
rad = sp.sqrt(x**2 + y**2 + z**2)
orb_1s = sp.exp(-rad) / sp.sqrt(sp.pi)
orb_2s = (1 - rad / 2) * sp.exp(-rad / 2) / sp.sqrt(8 * sp.pi)
orb_2p = [c * sp.exp(-rad / 2) / sp.sqrt(32 * sp.pi) for c in X]
d_shapes = [x * y, y * z, z * x, (x**2 - y**2) / 2,
            (2 * z**2 - x**2 - y**2) / (2 * sp.sqrt(3))]
d_norm = sp.sqrt(2 / sp.pi) / 81
orb_3d = [d_norm * s * sp.exp(-rad / 3) for s in d_shapes]


def numeric(expression):
    return sp.lambdify(X, expression, "numpy")


f_1s, f_2s = numeric(orb_1s), numeric(orb_2s)
f_2p = [numeric(o) for o in orb_2p]
f_3d = [numeric(o) for o in orb_3d]
g_3d = [[numeric(sp.diff(o, c)) for c in X] for o in orb_3d]


def sphere(n_theta, n_phi):
    u, wu = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.3) / n_phi
    U, P = np.meshgrid(u, phi, indexing="ij")
    W = np.repeat(wu, n_phi) * 2 * np.pi / n_phi
    return U.ravel(), P.ravel(), W


def position_grid(decay):
    # Gauss-Laguerre in r for integrands falling as exp(-decay*r)
    t, wt = np.polynomial.laguerre.laggauss(30)
    radius = t / decay
    w_radius = wt * np.exp(t) / decay * radius**2
    u, phi, w_angle = sphere(12, 16)
    s = np.sqrt(1 - u**2)
    unit = np.array([s * np.cos(phi), s * np.sin(phi), u])
    points = (radius[None, :, None] * unit[:, None, :]).reshape(3, -1)
    return points, np.outer(w_radius, w_angle).ravel()


points, weights = position_grid(2 / 3)
for orbital in f_3d:
    assert abs(np.sum(weights * orbital(*points)**2) - 1) < 1e-9


def golden_rule(d_index, finals, omega, coupling, grid):
    # full exp(-i k.r) kept; sum over photon directions and polarizations
    pts, wts = grid
    k = coupling * omega
    gradient = np.array([g(*pts) for g in g_3d[d_index]])
    bras = [wts * f(*pts) for f in finals]
    total = 0.0
    for u, phi, w_dir in zip(*sphere(6, 12)):
        s = np.sqrt(1 - u * u)
        c, d = np.cos(phi), np.sin(phi)
        n = np.array([s * c, s * d, u])
        polarizations = np.array([[u * c, u * d, -s], [-d, c, 0.0]])
        phase = np.exp(-1j * k * (n @ pts))
        for bra in bras:
            momentum = -1j * (gradient @ (bra * phase))
            total += w_dir * np.sum(abs(polarizations @ momentum)**2)
    return coupling**3 * omega / (2 * np.pi) * total


grid_1s, grid_2 = position_grid(4 / 3), position_grid(5 / 6)
full_1s = [golden_rule(j, [f_1s], w_1s, alpha, grid_1s) for j in range(5)]
full_2s = [golden_rule(j, [f_2s], w_2, alpha, grid_2) for j in range(5)]
full_2p = [golden_rule(j, f_2p, w_2, alpha, grid_2) for j in range(5)]
# tolerance: retardation beyond the leading multipole is of order alpha^2
assert np.allclose(full_1s, A_1s, rtol=5e-4, atol=0)
assert np.allclose(full_2s, A_2s, rtol=5e-4, atol=0)
assert np.allclose(full_2p, A_2p, rtol=5e-4, atol=0)


def retardation_shift(charge):
    # by coordinate scaling, only charge*alpha enters the relative shift
    strength = charge * alpha
    full = golden_rule(0, [f_1s], w_1s, strength, grid_1s)
    return full / (strength**5 / 1440) - 1


shift_1, shift_4, shift_8 = [retardation_shift(c) for c in (1, 4, 8)]
assert abs(shift_8 / shift_4 - 4) < 0.1

# ---------- operator identity, dipole zero and quadrupole strength ----------
pts, wts = grid_1s
bra = wts * f_1s(*pts)
strengths = []
for j in range(5):
    ket = f_3d[j](*pts)
    gradient = np.array([g(*pts) for g in g_3d[j]])
    x_p = -1j * np.einsum("ip,jp,p->ij", pts, gradient, bra)
    second_moment = np.einsum("ip,jp,p->ij", pts, pts, bra * ket)
    q = second_moment - np.eye(3) * np.trace(second_moment) / 3
    assert np.allclose(x_p, x_p.T, atol=1e-9)
    assert np.allclose(x_p, -0.5j * w_1s * q, atol=1e-9)
    assert np.max(abs(pts @ (bra * ket))) < 1e-10
    strengths.append(np.sum(abs(q)**2))
assert np.allclose(strengths, 2 * at_Z1(R2_1s)**2 / 15, rtol=1e-8)

# ---------- photon-direction average for a random traceless tensor ----------
rng = np.random.default_rng(4)
q = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
q = q + q.T
q -= np.eye(3) * np.trace(q) / 3
angular_sum = 0.0
for u, phi, w_dir in zip(*sphere(6, 12)):
    s, c, d = np.sqrt(1 - u * u), np.cos(phi), np.sin(phi)
    n = np.array([s * c, s * d, u])
    for e in ([u * c, u * d, -s], [-d, c, 0.0]):
        angular_sum += w_dir * abs(n @ q @ np.array(e))**2
angular_factor = angular_sum / np.sum(abs(q)**2)
assert abs(angular_factor - 4 * np.pi / 5) < 1e-10

# ---------- Z scaling from diagonalization on one unscaled grid ----------
step = 0.005
mesh = step * np.arange(1, 12001)


def lowest_state(charge, l):
    diagonal = 1 / step**2 + l * (l + 1) / (2 * mesh**2) - charge / mesh
    off = np.full(mesh.size - 1, -0.5 / step**2)
    energy, vector = eigh_tridiagonal(diagonal, off, select="i",
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]


charges = [1, 2, 4]
grid_E2, grid_E1 = [], []
for charge in charges:
    (e_s, s1), (e_p, p2), (e_d, d3) = [lowest_state(charge, l)
                                       for l in range(3)]
    quad = np.sum(s1 * mesh**2 * d3)
    dip = np.sum(p2 * mesh * d3)
    grid_E2.append(alpha**5 * (e_d - e_s)**5 * quad**2 / 75)
    grid_E1.append(8 / 15 * alpha**3 * (e_d - e_p)**3 * dip**2)
exact_E2 = [alpha**5 * float(coef_1s.subs(Z, c)) for c in charges]
exact_E1 = [alpha**3 * float(coef_2p.subs(Z, c)) for c in charges]
# tolerance: finite-difference error of order (charge*step)^2
assert np.allclose(grid_E2, exact_E2, rtol=2e-3, atol=0)
assert np.allclose(grid_E1, exact_E1, rtol=2e-3, atol=0)
power_E2 = np.log(grid_E2[2] / grid_E2[0]) / np.log(4)
power_E1 = np.log(grid_E1[2] / grid_E1[0]) / np.log(4)
assert abs(power_E2 - 6) < 2e-3 and abs(power_E1 - 4) < 2e-3

# ---------- comparison of E2 and E1 ----------
ratio = A_1s / A_2p
factor_angular = (1 / 75) / (8 / 15)
factor_frequency = w_1s**5 / w_2**3
factor_radial = at_Z1(R2_1s)**2 / at_Z1(R1_2p)**2

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"atomic unit of time = {time_unit:.7e} s")
print("Hydrogen, Z = 1, fixed nucleus")
print(f"omega 3d->1s = {w_1s:.6f} hartree")
print(f"omega 3d->2p and 3d->2s = {w_2:.6f} hartree")
print(f"photon wavenumber k 3d->1s = {alpha * w_1s:.6e} 1/bohr")
print(f"R2 3d->1s = {at_Z1(R2_1s):.6f} bohr^2")
print(f"R2^2 3d->1s = {at_Z1(R2_1s**2):.6f} bohr^4")
print(f"R2 3d->2s = {at_Z1(R2_2s):.5f} bohr^2")
print(f"R1 3d->2p = {at_Z1(R1_2p):.6f} bohr")
print(f"R1^2 3d->2p = {at_Z1(R1_2p**2):.5f} bohr^2")
print(f"sum |q_ij|^2 3d->1s = {strengths[0]:.6f} bohr^4")
print(f"angular factor, quadrature = {angular_factor:.8f}")
print(f"angular factor, 4 pi/5 = {4 * np.pi / 5:.8f}")
print("A(3d->1s)/alpha^5 =", coef_1s, "a.u.")
print("A(3d->2s)/alpha^5 =", coef_2s, "a.u.")
print("A(3d->2p)/alpha^3 =", coef_2p, "a.u.")
print(f"A_E2 3d->1s = {A_1s:.6e} a.u.")
print(f"A_E2 3d->1s = {A_1s / time_unit:.2f} 1/s")
print(f"unexpanded rate 3d->1s = {full_1s[0] / time_unit:.2f} 1/s")
print(f"A_E2 3d->2s = {A_2s / time_unit:.3f} 1/s")
print(f"A_E2(2s)/A_E2(1s) = {A_2s / A_1s:.5f}")
print(f"A_E1 3d->2p = {A_2p:.6e} a.u.")
print(f"A_E1 3d->2p = {A_2p / time_unit:.5e} 1/s")
print(f"dipole lifetime of 3d = {1e9 * time_unit / A_2p:.3f} ns")
print(f"ratio A_E2(1s)/A_E1(2p) = {ratio:.4e}")
print(f"inverse ratio = {1 / ratio:.4e}")
print(f"ratio/(Z alpha)^2 = {ratio / alpha**2:.6f}")
print(f"ratio factor, angular = {factor_angular:.6f}")
print(f"ratio factor, frequency = {factor_frequency:.4f} hartree^2")
print(f"ratio factor, radial = {factor_radial:.6f} bohr^2")
print(f"ratio factor, alpha^2 = {alpha**2:.6e}")
for charge, shift in zip((1, 4, 8), (shift_1, shift_4, shift_8)):
    print(f"relative retardation shift, Z={charge}: {shift:.4e}")
for charge, e2, e1 in zip(charges, exact_E2, exact_E1):
    print(f"Z={charge}: A_E2(1s) = {e2 / time_unit:.5e} 1/s, "
          f"A_E1(2p) = {e1 / time_unit:.5e} 1/s")
for charge, e2 in zip(charges, grid_E2):
    print(f"Z={charge}: A_E2(1s) from grid = {e2 / time_unit:.5e} 1/s")
print(f"Z exponent from grid, E2 3d->1s = {power_E2:.4f}")
print(f"Z exponent from grid, E1 3d->2p = {power_E1:.4f}")
print("all good")
```

Running it gives:

```
fine-structure constant alpha = 0.007297353
atomic unit of time = 2.4188843e-17 s
Hydrogen, Z = 1, fixed nucleus
omega 3d->1s = 0.444444 hartree
omega 3d->2p and 3d->2s = 0.069444 hartree
photon wavenumber k 3d->1s = 3.243268e-03 1/bohr
R2 3d->1s = 1.733028 bohr^2
R2^2 3d->1s = 3.003387 bohr^4
R2 3d->2s = -52.63208 bohr^2
R1 3d->2p = 4.747992 bohr
R1^2 3d->2p = 22.54342 bohr^2
sum |q_ij|^2 3d->1s = 0.400452 bohr^4
angular factor, quadrature = 2.51327412
angular factor, 4 pi/5 = 2.51327412
A(3d->1s)/alpha^5 = Z**6/1440 a.u.
A(3d->2s)/alpha^5 = 131072*Z**6/2197265625 a.u.
A(3d->2p)/alpha^3 = 196608*Z**4/48828125 a.u.
A_E2 3d->1s = 1.437024e-14 a.u.
A_E2 3d->1s = 594.09 1/s
unexpanded rate 3d->1s = 594.06 1/s
A_E2 3d->2s = 51.032 1/s
A_E2(2s)/A_E2(1s) = 0.08590
A_E1 3d->2p = 1.564686e-09 a.u.
A_E1 3d->2p = 6.46863e+07 1/s
dipole lifetime of 3d = 15.459 ns
ratio A_E2(1s)/A_E1(2p) = 9.1841e-06
inverse ratio = 1.0888e+05
ratio/(Z alpha)^2 = 0.172467
ratio factor, angular = 0.025000
ratio factor, frequency = 51.7815 hartree^2
ratio factor, radial = 0.133227 bohr^2
ratio factor, alpha^2 = 5.325135e-05
relative retardation shift, Z=1: -3.5500e-05
relative retardation shift, Z=4: -5.6783e-04
relative retardation shift, Z=8: -2.2690e-03
Z=1: A_E2(1s) = 5.94086e+02 1/s, A_E1(2p) = 6.46863e+07 1/s
Z=2: A_E2(1s) = 3.80215e+04 1/s, A_E1(2p) = 1.03498e+09 1/s
Z=4: A_E2(1s) = 2.43337e+06 1/s, A_E1(2p) = 1.65597e+10 1/s
Z=1: A_E2(1s) from grid = 5.94083e+02 1/s
Z=2: A_E2(1s) from grid = 3.80209e+04 1/s
Z=4: A_E2(1s) from grid = 2.43323e+06 1/s
Z exponent from grid, E2 3d->1s = 6.0000
Z exponent from grid, E1 3d->2p = 4.0000
all good
```
